# Berry-curvature phase space, filled-band charge and the anomalous Nernst–Hall relation: test program

```python
"""Berry curvature, filled-band charge and the anomalous Nernst-Hall relation.

Results under test (electron charge -e, field B along z, two dimensions):
  density of states  D/(2 pi)^2,  D = 1 + (e/hbar) B Omega
  filled band        n = 1/cell area + C e B/h,   C = Chern number
  Hall conductivity  sigma_xy = -(e^2/hbar) int f Omega d2k/(2 pi)^2
  Nernst conductivity alpha_xy = (e/hbar) int s Omega d2k/(2 pi)^2
  with f the Fermi function and s the entropy of one level, and
  alpha_xy = -(1/e) int dE sigma_xy(E) (E-mu)/T (-df/dE)
           -> -(pi^2 k_B^2 T/3e) d sigma_xy/d mu   at low temperature.
Model: H = t [sin kx SX + sin ky SY + (mass + cos kx + cos ky) SZ
              + tilt (cos kx + cos ky)], wavevectors in 1/(lattice constant).
Program units: energy eV, sigma e^2/h, alpha k_B e/h, magnetization e eV/h.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import expit

HOP, MASS, TILT, CELL = 0.5, -1.2, -0.1, 4.0
KB = const.k / const.e
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
ONE = np.eye(2, dtype=complex)


def bands(kx, ky, mass=MASS):
    """Lower energy, upper energy, lower-band curvature, half splitting."""
    cx, cy = np.cos(kx), np.cos(ky)
    d = np.sqrt(np.sin(kx)**2 + np.sin(ky)**2 + (mass + cx + cy)**2)
    curvature = (cx + cy + mass * cx * cy) / (2 * d**3)
    scalar = HOP * TILT * (cx + cy)
    return scalar - HOP * d, scalar + HOP * d, curvature, HOP * d


def mesh(n):
    k = 2 * np.pi * np.arange(n) / n
    return np.meshgrid(k, k, indexing="ij")


def thermal_sums(mu, kT, n=800):
    """sigma_xy, alpha_xy and magnetization from the derived formulas."""
    low, up, curv, half = bands(*mesh(n))
    moment = -half * curv          # same orbital moment in both bands
    hall = nernst = magnet = 0.0
    for energy, omega in ((low, curv), (up, -curv)):
        x = (energy - mu) / kT
        f, log_term = expit(-x), np.logaddexp(0, -x)
        hall -= 2 * np.pi * np.mean(f * omega)
        nernst += 2 * np.pi * np.mean(omega * (x * f + log_term))
        magnet += 2 * np.pi * np.mean(f * moment + kT * omega * log_term)
    return hall, nernst, magnet


def chern_number(mass):
    return 2 * np.pi * np.mean(bands(*mesh(200), mass)[2])


# --- symplectic determinant in three dimensions (e = hbar = 1) ---
b = sp.symbols("b1:4")
w = sp.symbols("w1:4")


def cross_matrix(v):
    return sp.Matrix(3, 3, lambda i, j: sum(
        sp.LeviCivita(i, j, l) * v[l] for l in range(3)))


top = (-cross_matrix(b)).row_join(-sp.eye(3))
bottom = sp.eye(3).row_join(cross_matrix(w))
determinant = top.col_join(bottom).det(method="berkowitz")
b_dot_w = sum(p * r for p, r in zip(b, w))
assert sp.expand(determinant - (1 + b_dot_w)**2) == 0


# --- lattice levels in a true magnetic flux sign/q per cell ---
def flux_levels(q, sign, mass=MASS):
    hop_x = HOP * (0.5j * SX + 0.5 * SZ + 0.5 * TILT * ONE)
    hop_y = HOP * (0.5j * SY + 0.5 * SZ + 0.5 * TILT * ONE)
    levels = []
    for kx in (0.5, 0.5 + np.pi):
        for ky in (0.0, np.pi / q):
            H = np.zeros((2 * q, 2 * q), complex)
            for j in range(q):
                angle = ky + sign * 2 * np.pi * j / q
                term = hop_y * np.exp(-1j * angle)
                here = slice(2 * j, 2 * j + 2)
                nxt = (j + 1) % q
                there = slice(2 * nxt, 2 * nxt + 2)
                H[here, here] += HOP * mass * SZ + term + term.conj().T
                link = hop_x * (np.exp(-1j * kx) if nxt == 0 else 1.0)
                H[there, here] += link
                H[here, there] += link.conj().T
            levels.append(np.linalg.eigvalsh(H))
    return np.array(levels)


Q = 40
MID_GAP = -0.1
chern, chern_trivial = chern_number(MASS), chern_number(-3.0)
assert abs(chern - round(chern)) < 1e-8 and round(chern) != 0
assert abs(chern_trivial) < 1e-8
spectra = {(q, s): flux_levels(q, s) for q in (Q, 2 * Q) for s in (1, -1)}
counts = {}
for s in (1, -1):
    found = (spectra[Q, s] < MID_GAP).sum(axis=1)
    assert np.all(found == Q + s * round(chern))
    counts[s] = found[0]
    found = (flux_levels(Q, s, -3.0) < MID_GAP).sum(axis=1)
    assert np.all(found == Q)
    counts["trivial", s] = found[0]

# --- magnetization from the flux derivative of the grand potential ---
MU, T_HOT = 0.40, 900.0
kT_hot = KB * T_HOT


def grand_potential(q, s):
    x = (spectra[q, s] - MU) / kT_hot
    return -kT_hot * np.logaddexp(0, -x).sum(axis=1).mean() / q


def flux_magnetization(q):
    return -(grand_potential(q, 1) - grand_potential(q, -1)) * q / 2


# the leading error is quadratic in the flux and is extrapolated away
magnet_flux = (4 * flux_magnetization(2 * Q) - flux_magnetization(Q)) / 3
hall_hot, nernst_hot, magnet_hot = thermal_sums(MU, kT_hot, 200)
assert abs(magnet_flux - magnet_hot) < 5e-4


# --- Schrodinger equation in a slowly switched electric field along y ---
def vector(kx, ky):
    return HOP * np.array([np.sin(kx), np.sin(ky),
                           MASS + np.cos(kx) + np.cos(ky)])


def spin_matrix(v):
    return (v[0][:, None, None] * SX + v[1][:, None, None] * SY
            + v[2][:, None, None] * SZ)


def hamiltonian(kx, ky):
    scalar = HOP * TILT * (np.cos(kx) + np.cos(ky))
    return spin_matrix(vector(kx, ky)) + scalar[:, None, None] * ONE


def driven_currents(field, n=32, duration=100.0, steps=2000):
    """Particle and heat flow along x, times 2 pi, per cell."""
    kx, ky = (g.ravel() for g in mesh(n))
    energy, psi = np.linalg.eigh(hamiltonian(kx, ky))
    occupation = expit((MU - energy) / kT_hot)
    dt = duration / steps
    for i in range(steps):
        s = (i + 0.5) / steps
        shift = -field * duration * (2.5 * s**4 - 3 * s**5 + s**6)
        v = vector(kx, ky + shift)
        size = np.sqrt((v**2).sum(axis=0))
        # the scalar part of H only adds a common phase
        step = (np.cos(size * dt)[:, None, None] * ONE
                - 1j * spin_matrix(v * np.sin(size * dt) / size))
        psi = step @ psi
    ky_end = ky - 0.5 * field * duration
    zero = np.zeros_like(kx)
    velocity = HOP * (spin_matrix([np.cos(kx), zero, -np.sin(kx)])
                      - TILT * np.sin(kx)[:, None, None] * ONE)
    excess = hamiltonian(kx, ky_end) - MU * ONE
    heat = 0.5 * (excess @ velocity + velocity @ excess)
    flows = []
    for operator in (velocity, heat):
        value = np.sum(psi.conj() * (operator @ psi), axis=1).real
        flows.append(2 * np.pi * np.sum(occupation * value) / n**2)
    return np.array(flows)


FIELD = 1e-4
response = (driven_currents(FIELD) - driven_currents(-FIELD)) / (2 * FIELD)
hall_driven, heat_driven = -response[0], response[1]
assert abs(hall_driven - hall_hot) < 2e-3
nernst_reciprocal = (heat_driven + magnet_flux) / kT_hot
assert abs(nernst_reciprocal - nernst_hot) < 1e-2

# --- zero-temperature Hall conductivity from the upper-band pocket ---
EDGE = float(bands(0.0, 0.0)[1])
low_all, up_all, _, _ = bands(*mesh(400))
assert abs(up_all.min() - EDGE) < 1e-12
assert low_all.max() < MID_GAP < EDGE
ANGLES = 2 * np.pi * np.arange(96) / 96
NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)


def pocket_flux(energy):
    """(1/2 pi) times the upper-band curvature inside the pocket."""
    if energy <= EDGE:
        return 0.0
    inner, outer = np.zeros(96), np.full(96, np.pi)
    for _ in range(50):
        r = 0.5 * (inner + outer)
        below = bands(r * np.cos(ANGLES), r * np.sin(ANGLES))[1] < energy
        inner, outer = np.where(below, r, inner), np.where(below, outer, r)
    r = 0.5 * inner[:, None] * (NODES + 1)
    omega = -bands(r * np.cos(ANGLES)[:, None],
                   r * np.sin(ANGLES)[:, None])[2]
    return np.mean((r * omega) @ WEIGHTS * 0.5 * inner)


def hall_zero(energy):
    return -(chern + pocket_flux(energy))


def hall_slope(mu, step=1e-3):
    near = hall_zero(mu + step) - hall_zero(mu - step)
    far = hall_zero(mu + 2 * step) - hall_zero(mu - 2 * step)
    return (8 * near - far) / (12 * step)


def nernst_from_hall(mu, kT):
    x_edge, total = (EDGE - mu) / kT, 0.0
    nodes, weights = np.polynomial.legendre.leggauss(60)
    for left, right in ((-30.0, x_edge), (x_edge, 20.0)):
        x = left + 0.5 * (right - left) * (nodes + 1)
        sigma = np.array([hall_zero(mu + kT * y) for y in x])
        kernel = x * expit(x) * expit(-x)
        total -= 0.5 * (right - left) * np.sum(weights * sigma * kernel)
    return total


def mott(mu, kT):
    return -np.pi**2 / 3 * kT * hall_slope(mu)


T_MAIN, MU_EDGE = 80.0, 0.31
kT_main = KB * T_MAIN
table = {T: (thermal_sums(MU, KB * T)[1], mott(MU, KB * T))
         for T in (40.0, 80.0, 300.0)}
integral_main = nernst_from_hall(MU, kT_main)
assert abs(integral_main - table[80.0][0]) < 1e-5
edge_exact, edge_mott = thermal_sums(MU_EDGE, kT_main)[1], mott(MU_EDGE, kT_main)
edge_integral = nernst_from_hall(MU_EDGE, kT_main)
assert abs(edge_integral - edge_exact) < 1e-5
error = {T: exact / approx - 1 for T, (exact, approx) in table.items()}
assert abs(error[80.0]) < 0.02
assert 3.6 < error[80.0] / error[40.0] < 4.4      # error grows as T^2
assert abs(edge_exact / edge_mott - 1) > 5 * abs(error[80.0])

# --- worked numbers ---
B_TESLA = 10.0
inverse_area = const.e * B_TESLA / const.hbar * 1e-20      # 1/angstrom^2
curv_gamma = float(bands(0.0, 0.0)[2]) * CELL**2
flux_field = const.h / (const.e * CELL**2 * 1e-20 * Q)
density_change = chern * inverse_area / (2 * np.pi)
nernst_unit = const.k * const.e / const.h * 1e9
hall_unit = const.e**2 / const.h * 1e6

print(f"hopping t = {HOP:.2f} eV, lattice constant = {CELL:.1f} angstrom")
print(f"mass parameter = {MASS:.1f}, scalar hopping parameter = {TILT:.1f}")
print(f"top of lower band = {low_all.max():.4f} eV")
print(f"bottom of upper band = {EDGE:.4f} eV")
print(f"Chern number of lower band = {chern:.6f}")
print(f"Chern number for mass parameter -3 = {abs(chern_trivial):.6f}")
print(f"lower-band curvature at zone centre = {curv_gamma:.4f} angstrom^2")
print(f"field B = {B_TESLA:.1f} T")
print(f"eB/hbar = {inverse_area:.5e} angstrom^-2")
print(f"D at zone centre, lower band = {1 + inverse_area * curv_gamma:.6f}")
print(f"D at zone centre, upper band = {1 - inverse_area * curv_gamma:.6f}")
print(f"filled-band density at B=0 = {1 / CELL**2:.6f} angstrom^-2")
print(f"density change at B = {density_change:.5e} angstrom^-2")
print(f"same, converted = {density_change * 1e16:.5e} cm^-2")
print(f"relative density change = {density_change * CELL**2:.5e}")
print(f"flux test: 1/{Q} quantum per cell, field = {flux_field:.1f} T")
print(f"levels below gap per {Q} cells, +B = {counts[1]}, -B = {counts[-1]}")
print(f"same, zero Chern number, +B = {counts['trivial', 1]},"
      f" -B = {counts['trivial', -1]}")
print(f"hot test: T = {T_HOT:.0f} K, k_B T = {kT_hot:.5f} eV, mu = {MU:.2f} eV")
print(f"magnetization, formula = {magnet_hot:.5f} e eV/h")
print(f"magnetization, flux derivative = {magnet_flux:.5f} e eV/h")
print(f"sigma_xy, formula = {hall_hot:.5f} e^2/h")
print(f"sigma_xy, driven Schrodinger equation = {hall_driven:.5f} e^2/h")
print(f"heat response K, driven = {heat_driven:.5f} e eV/h")
print(f"alpha_xy, entropy formula = {nernst_hot:.5f} k_B e/h")
print(f"alpha_xy, (K+M)/T = {nernst_reciprocal:.5f} k_B e/h")
print(f"sigma_xy in gap, T=0 = {hall_zero(MID_GAP):.5f} e^2/h")
print(f"pocket curvature flux/2pi at mu=0.40 eV = {pocket_flux(MU):.5f}")
print(f"sigma_xy at mu=0.40 eV, T=0 = {hall_zero(MU):.5f} e^2/h")
print(f"same, converted = {hall_zero(MU) * hall_unit:.3f} microsiemens")
print(f"d sigma_xy/d mu at 0.40 eV = {hall_slope(MU):.5f} (e^2/h)/eV")
print(f"k_B T at 80 K = {kT_main:.6f} eV")
for T, (exact, approx) in table.items():
    print(f"T={T:.0f} K: alpha_xy = {exact:.6f}, Mott = {approx:.6f} k_B e/h,"
          f" exact/Mott-1 = {100 * error[T]:.3f} %")
print(f"error ratio 80 K / 40 K = {error[80.0] / error[40.0]:.3f}")
print(f"alpha_xy at 80 K, energy integral = {integral_main:.6f} k_B e/h")
print(f"alpha_xy at 80 K, converted = {table[80.0][0] * nernst_unit:.5f} nA/K")
print(f"near edge: mu = {MU_EDGE:.2f} eV, T = {T_MAIN:.0f} K")
print(f"d sigma_xy/d mu there = {hall_slope(MU_EDGE):.5f} (e^2/h)/eV")
print(f"alpha_xy = {edge_exact:.6f}, Mott = {edge_mott:.6f} k_B e/h")
print(f"energy integral there = {edge_integral:.6f} k_B e/h")
print(f"exact/Mott-1 there = {100 * (edge_exact / edge_mott - 1):.2f} %")
print("tests ok")
```

Running it gives:

```
hopping t = 0.50 eV, lattice constant = 4.0 angstrom
mass parameter = -1.2, scalar hopping parameter = -0.1
top of lower band = -0.5000 eV
bottom of upper band = 0.3000 eV
Chern number of lower band = 1.000000
Chern number for mass parameter -3 = 0.000000
lower-band curvature at zone centre = 12.5000 angstrom^2
field B = 10.0 T
eB/hbar = 1.51927e-04 angstrom^-2
D at zone centre, lower band = 1.001899
D at zone centre, upper band = 0.998101
filled-band density at B=0 = 0.062500 angstrom^-2
density change at B = 2.41799e-05 angstrom^-2
same, converted = 2.41799e+11 cm^-2
relative density change = 3.86878e-04
flux test: 1/40 quantum per cell, field = 646.2 T
levels below gap per 40 cells, +B = 41, -B = 39
same, zero Chern number, +B = 40, -B = 40
hot test: T = 900 K, k_B T = 0.07756 eV, mu = 0.40 eV
magnetization, formula = 0.24932 e eV/h
magnetization, flux derivative = 0.24932 e eV/h
sigma_xy, formula = -0.63936 e^2/h
sigma_xy, driven Schrodinger equation = -0.63928 e^2/h
heat response K, driven = -0.28832 e eV/h
alpha_xy, entropy formula = -0.50349 k_B e/h
alpha_xy, (K+M)/T = -0.50289 k_B e/h
sigma_xy in gap, T=0 = -1.00000 e^2/h
pocket curvature flux/2pi at mu=0.40 eV = -0.35132
sigma_xy at mu=0.40 eV, T=0 = -0.64868 e^2/h
same, converted = -25.130 microsiemens
d sigma_xy/d mu at 0.40 eV = 2.84935 (e^2/h)/eV
k_B T at 80 K = 0.006894 eV
T=40 K: alpha_xy = -0.032338, Mott = -0.032311 k_B e/h, exact/Mott-1 = 0.082 %
T=80 K: alpha_xy = -0.064837, Mott = -0.064623 k_B e/h, exact/Mott-1 = 0.331 %
T=300 K: alpha_xy = -0.238509, Mott = -0.242336 k_B e/h, exact/Mott-1 = -1.579 %
error ratio 80 K / 40 K = 4.039
alpha_xy at 80 K, energy integral = -0.064837 k_B e/h
alpha_xy at 80 K, converted = -0.21645 nA/K
near edge: mu = 0.31 eV, T = 80 K
d sigma_xy/d mu there = 4.20348 (e^2/h)/eV
alpha_xy = -0.071606, Mott = -0.095335 k_B e/h
energy integral there = -0.071606 k_B e/h
exact/Mott-1 there = -24.89 %
tests ok
```
